# Cubic growth of unwanted coverage in area-selective deposition

## A factor of eight

In a simulated area-selective deposition, islands cover a fraction 0.00309 of the nongrowth area after 50 cycles and 0.02498 after 100 cycles. Twice the number of cycles gives 8.1 times the coverage. Yet the probability that a new island appears on a given piece of free surface is the same in every cycle, and each island edge advances by the same distance in every cycle.

The factor is close to $2^3$. One power of two comes from the number of islands and two come from the area of each island. These notes derive the cubic law and find the range of cycles in which it holds.

## The model

The nongrowth area is a uniform plane, large enough for its borders not to matter. It carries no nuclei before cycle 1. Each cycle has two parts:

1. Every existing island widens, its radius increasing by $g$.
2. New nuclei appear at random, independently of one another, on the ground that is still free. Their mean number is $J$ per unit free area per cycle.

A nucleus starts as a disc of radius $r_0$. After cycle $n$, an island born in cycle $m$ has age $k=n-m$ and radius

$$r_k=r_0+gk .$$

Islands that meet keep their outer edges moving at the same speed, so the covered region is the union of all discs. Its fraction of the plane is $\theta_n$.

The derivation is pure geometry. No physical constant or energy enters, and the equations have the same form in atomic units, with lengths in bohr. The numbers below use angstrom and the round model parameters

$$g=0.5\ \text{Å per cycle},\qquad J=10^{-7}\ \text{Å}^{-2}\ \text{per cycle}.$$

The birth radius $r_0$ is either 0 or 2 Å. The opening numbers belong to $r_0=0$. The model keeps islands fixed in place, with $J$ and $g$ independent of cycle number and island size. A real process in which nuclei diffuse and aggregate, an inhibitor degrades, or small islands grow at a different rate lies outside it.

## The summed disc area

First add the areas of all discs, counting overlapping ground repeatedly, and let nuclei fall everywhere, even on covered ground. Both simplifications are repaired below. Per unit area there are on average $J$ discs of each age $k=0,1,\dots,n-1$, so the summed area per unit area is

$$X_n=\pi J\sum_{k=0}^{n-1}(r_0+gk)^2 .$$

Expanding the square gives

$$X_n=\pi J\left[n r_0^2+2r_0g\sum_{k=0}^{n-1}k+g^2\sum_{k=0}^{n-1}k^2\right].$$

The first sum is $n(n-1)/2$. For the second, add the identity $(k+1)^3-k^3=3k^2+3k+1$ from $k=0$ to $n-1$. The left side telescopes to $n^3$:

$$n^3=3\sum_{k=0}^{n-1}k^2+\frac{3n(n-1)}{2}+n .$$

Since $n^3-n=n(n-1)(n+1)$, this yields

$$\sum_{k=0}^{n-1}k^2=\frac{n(n-1)}{3}\left[n+1-\frac32\right]=\frac{n(n-1)(2n-1)}{6}.$$

Therefore

$$X_n=\pi J\left[n r_0^2+r_0g\,n(n-1)+\frac{g^2n(n-1)(2n-1)}{6}\right].$$

To compare this with a cubic, set $\rho=r_0/g$, the birth radius measured in cycles of growth, and take out $g^2n^3/3$. The three terms in the bracket become

$$\frac{3\rho^2}{n^2},\qquad \frac{3\rho}{n}-\frac{3\rho}{n^2},\qquad 1-\frac{3}{2n}+\frac{1}{2n^2}.$$

Collecting equal powers of $n$,

$$X_n=\frac{\pi}{3}Jg^2n^3\left[1+\frac{3(\rho-\tfrac12)}{n}+\frac{3\rho^2-3\rho+\tfrac12}{n^2}\right].$$

When $n$ is large against both 1 and $\rho$, the bracket tends to 1. The factor $1/3$ is the average of the squared age divided by $n^2$: most islands are younger than the oldest one, and their areas are smaller.

## From summed area to covered area

Keep for the moment the assumption that nuclei fall everywhere. A chosen point is free after cycle $n$ if no nucleus of age $k$ lies within $r_k$ of it, for every $k$. The number of nuclei of age $k$ in that disc is a Poisson variable with mean $J\pi r_k^2$. Its probability of being zero is $\exp(-J\pi r_k^2)$. Births in different cycles are independent, so the probabilities multiply:

$$\prod_{k=0}^{n-1}e^{-J\pi r_k^2}=e^{-X_n}.$$

The covered fraction, with nuclei allowed everywhere, is

$$\theta_n^{\rm all}=1-e^{-X_n}.$$

This accounts for overlap without listing pairs or triples of discs. For small $X_n$ it reduces to $X_n$, with an error that can be bounded. For $t\ge0$ we have $1-t\le e^{-t}\le1$. Integrating from 0 to $X_n$ gives

$$X_n-\frac{X_n^2}{2}\le 1-e^{-X_n}\le X_n .$$

Overlap thus enters at second order in the coverage.

## Nuclei that could not have formed

The actual process places nuclei on free ground alone. The calculation above also included phantoms, nuclei that would have landed on existing islands. Their effect depends on $r_0$.

Take $r_0=0$ first. Suppose a phantom is born in cycle $m$ at a distance $d$ from the centre of an older island of radius $R$, with $d\le R$. After $k$ further cycles the phantom has radius $gk$ and the island has radius $R+gk$. Any point of the phantom disc is at most

$$d+gk\le R+gk$$

from the island centre, by the triangle inequality. The phantom never emerges, because both edges move at the same speed. Leaving it out changes nothing, and

$$\theta_n=1-e^{-X_n}\qquad(r_0=0)$$

holds in this model at every coverage, not just early.

For $r_0>0$, a phantom born near an island edge can stick out. Ground covered in the calculation but free in the actual process must lie under a phantom disc. It is therefore enough to bound the total phantom area. Births in cycle $m$ are independent of the coverage left by earlier cycles. A fraction of them no larger than $\theta_n^{\rm all}$ falls on covered ground, since coverage never decreases. Summing the disc areas over all birth cycles gives

$$0\le\theta_n^{\rm all}-\theta_n\le X_n\theta_n^{\rm all}\le X_n^2 .$$

Together with the previous inequality,

$$X_n-\frac32X_n^2\le\theta_n\le X_n .$$

Both overlap and phantoms are second-order effects. The early coverage is

$$\boxed{\theta_n\simeq\frac{\pi}{3}Jg^2n^3}$$

The size of the phantom effect can be seen by placing random nuclei in a square and comparing coverage at 20,000 random probe points, with and without phantoms. After 240 cycles with $r_0=0$, there were 65 phantoms and the two coverages were identical. With a deliberately large $r_0=20$ Å, there were 97 phantoms, which raised the coverage by 0.00055 to 0.42940. That increase is 11 probe points, so it gives a size and not a precise value.

## The window of validity

Define $n_c$ as the cycle number at which the cubic expression would reach 1:

$$n_c=\left(\frac{3}{\pi Jg^2}\right)^{1/3},\qquad \theta_n\simeq\left(\frac{n}{n_c}\right)^3 .$$

The law needs

$$1,\ \frac{r_0}{g}\ \ll\ n\ \ll\ n_c .$$

For the example, $n_c=336.8$ cycles. The window needs $n_c$ very large against both 1 and $r_0/g$, because the birth-radius correction is about $3r_0/(gn)$ and decays slowly; frequent nucleation or large initial islands can close it. For $r_0=2$ Å it is already narrow: the exponent of $1-e^{-X_n}$ over one doubling of $n$ never exceeds 2.85.

Below the window, the birth radius matters. If $r_0$ is many times $g$, then for $1\ll n\ll r_0/g$ the islands have hardly widened and

$$X_n\simeq\pi Jr_0^2n .$$

Coverage then counts islands of fixed size and is linear in $n$. For large $n$, the three terms of $X_n$ are in the ratio $r_0^2n:r_0gn^2:g^2n^3/3$. The quadratic term overtakes the linear one near $n=r_0/g$, and the cubic term overtakes the quadratic one near $n=3r_0/g$. With $r_0=2$ Å these estimates are 4 and 12 cycles (the discrete sums give 5 and 12.5), but the approach to a pure cubic is slow, because the correction falls only as $1/n$.

Above the window, free ground runs out and $\theta_n$ bends towards 1. For $r_0=0$ the bend can be removed from data by plotting

$$-\ln(1-\theta_n)=X_n,$$

which remains nearly cubic at high coverage.

## The numbers

The simulation uses a periodic square of side 32,000 Å divided into pixels of side 8 Å. In each cycle it draws a Poisson number of random positions, rejects those on covered pixels, and lets the accepted islands grow as discs. A pixel is covered once its centre lies inside a disc. The coverage is the fraction of covered pixels, without use of the exponential formula.

For $r_0=0$:

| $n$ | cubic law | $1-e^{-X_n}$ | simulation |
|---:|---:|---:|---:|
| 50 | 0.00327 | 0.00317 | 0.00309 |
| 100 | 0.02618 | 0.02546 | 0.02498 |
| 240 | 0.36191 | 0.30208 | 0.29957 |

The cubic entry for 100 cycles is

$$\frac{\pi}{3}(10^{-7})(0.5)^2(100)^3=0.02618 .$$

It is 2.8% above the full formula. About 1.5% comes from discrete cycles, as the correction $-3/(2n)$ predicts, and 1.3% comes from overlap, close to $X_n/2$. At 240 cycles the cubic law is 20% too high relative to the full formula, nearly all of it through overlap.

For $r_0=2$ Å:

| $n$ | cubic law | $1-e^{-X_n}$ | simulation |
|---:|---:|---:|---:|
| 50 | 0.00327 | 0.00400 | 0.00389 |
| 100 | 0.02618 | 0.02861 | 0.02796 |
| 240 | 0.36191 | 0.31475 | 0.30943 |

Here $\rho=4$. At 50 cycles the bracket in $X_n$ is

$$1+\frac{10.5}{50}+\frac{36.5}{50^2}=1.225,$$

so the summed area is 22% above the cubic law, although the birth radius is only 2 Å and the oldest islands have radii of 26.5 Å. Compared with $r_0=0$ at the same cycle the increase is 26%, because discrete cycles put that case 3% below the cubic law.

All six simulated values lie below the formula, by 0.8% to 2.8%. The finite number of islands gives $X_n$ a relative standard deviation of about 1.9% at 50 cycles, 1.3% at 100 and 0.9% at 240. For the coverage itself the first two values are nearly the same, while at 240 cycles overlap reduces the scatter to about 0.7%. The differences are between 1.1 and 2.3 standard deviations of the coverage. Values within one run share the same islands, so they are not independent evidence of a bias. The simulation supports the formula at the level of a few per cent and does not resolve smaller effects.

## Reading an exponent

A convenient measure of the power law is the exponent over one doubling,

$$p=\log_2\frac{\theta_{2n}}{\theta_n}.$$

To first order in the corrections, write $\theta_n\propto n^3(1+c/n)(1-X_n/2)$ with $c=3(\rho-\tfrac12)$. Taking the logarithm of the ratio gives

$$p\simeq3-\frac{1}{\ln2}\left[\frac{c}{2n}+\frac{X_{2n}-X_n}{2}\right].$$

For $r_0=0$, $c=-1.5$. Between 50 and 100 cycles, discreteness raises $p$ by about 0.022 and overlap lowers it by about 0.016. The full formula gives 3.006 and the simulation 3.014. The formula's close agreement with 3 is helped by this partial cancellation. The simulated exponent also has a statistical scatter of about 0.01, comparable to the corrections.

For $r_0=2$ Å, $c=10.5$ and both corrections lower $p$. The formula gives 2.838 and the simulation 2.845. An exponent somewhat below 3 is therefore compatible with constant nucleation and linear growth.

Nor does an exponent of 3 prove those two assumptions. Let the nucleation rate vary as $m^q$ and the radius as $(n-m)^s$, with $q\ge0$ and $s>0$. For many cycles the sum becomes an integral, and the substitution $m=nu$ gives

$$X_n\propto\int_0^n m^q(n-m)^{2s}\,dm=n^{q+2s+1}\int_0^1u^q(1-u)^{2s}\,du .$$

Constant nucleation and linear growth have $q=0$, $s=1$, and exponent 3. A rate rising linearly, $q=1$, with radii growing as the square root of age, $s=\tfrac12$, also gives 3. Island counts or size distributions can tell such cases apart.

## Defects present at the start

Suppose the surface also has $N_0$ point defects per unit area that begin to grow at cycle 0. After $n$ cycles all have radius $gn$, and they add

$$X_n^{\rm def}=\pi N_0g^2n^2 .$$

The number of these islands is fixed, so one power of $n$ is missing. A simulation with defects alone gives an exponent of 1.998 between 50 and 100 cycles.

With both sources and $r_0=0$, the summed areas add. In the cubic approximation they are equal when

$$\pi N_0g^2n^2=\frac{\pi}{3}Jg^2n^3,\qquad n_\times=\frac{3N_0}{J}.$$

For $N_0=10^{-6}$ Å$^{-2}$ this gives $n_\times=30$ cycles. With the discrete sum, random nuclei first lead at cycle 32. The shift follows from the factor $1-3/(2n)$, which moves the equality to about $n_\times+3/2$.

At the crossover, the local exponent of the total summed area is 2.5, the mean of 2 and 3. A clean cubic law requires $n\gg n_\times$ as well as $n\ll n_c$. With $n_\times=30$ and $n_c=337$ the two conditions leave no such range: the exponent of the total coverage over one doubling reaches only about 2.7.

## How many cycles are allowed?

Let the largest acceptable coverage be $\theta_{\max}$. Inverting the cubic law gives

$$n^*=\left(\frac{3\theta_{\max}}{\pi Jg^2}\right)^{1/3}.$$

For $\theta_{\max}=0.01$ and $r_0=0$,

$$n^*=\left[\frac{0.03}{\pi(10^{-7})(0.25)}\right]^{1/3}=72.56 .$$

A direct search with the discrete sum and the exponential gives 73 as the last allowed cycle. It exceeds the estimate because discreteness and overlap both reduce the coverage slightly.

If the film on the growth area thickens by the same $g$ per cycle, without delay, its thickness is then

$$h=0.5\times73=36.5\ \text{Å}=3.65\ \text{nm}.$$

The cube root makes improvement expensive. Reducing $J$ by a factor of 1000 extends the limit to 727 cycles, a gain of 9.96. The cubic law predicts 10; the small difference comes from the discrete sum and from rounding to whole cycles. These limits assume no initial defects. With $N_0=10^{-6}$ Å$^{-2}$ added, they are 64 and 112 cycles, because the defects then set the limit.

It is often more useful to compare processes at equal film thickness. Under the same growth assumption, $n=h/g$ and

$$\theta\simeq\frac{\pi Jh^3}{3g}.$$

At fixed $J$ and $h$, a larger growth per cycle lowers the unwanted coverage. The islands reach nearly the same maximum radius, but fewer cycles are available for nucleation. If a process change alters $J$ together with $g$, both must be included. Initial defects gain nothing from a larger $g$: their summed area at thickness $h$ is $\pi N_0h^2$.

## Narrow nongrowth regions

The model ignores film that spreads inward from neighbouring growth areas. Consider a nongrowth stripe of width $w$, with growth areas on both sides whose films also advance laterally by $g$ per cycle. Before the two fronts meet, they cover

$$\theta_{\rm edge}=\frac{2gn}{w},$$

which is linear in $n$. After 73 cycles each front has advanced 36.5 Å. Edge coverage alone equals 0.01 when

$$w=\frac{2\times36.5\ \text{Å}}{0.01}=7300\ \text{Å}.$$

For these parameters, random nuclei dominate at the 1% limit in stripes much wider than this, and both sources matter in stripes of similar width. In much narrower stripes, the lateral advance of the wanted film sets the limit, and lowering the nucleation rate does not remove it. This assumes coplanar areas and unhindered sideways growth at the full $g$; a step in height or an inhibitor layer that blocks the front reduces the edge term.
